# Mead-Truhlar potential, Born-Huang term and half-odd pseudorotation in E×e Jahn-Teller systems: a program that tests the result

```python
"""
Result under test: projecting nuclear motion on one electronic state n gives
  sum_a (P_a-A_a)^2/(2 M_a) + E_n + Phi,   A_a = i<n|d_a n>,
  Phi = sum_a (<d_a n|d_a n> - A_a^2)/(2 M_a).
For the linear E x e problem, with electronic Hamiltonian
  K rho^2/2 + F rho (cos(phi) sigma_z + sin(phi) sigma_x),
A = -grad(phi)/2 in a single-valued gauge, Phi = 1/(8 M rho^2), and the
conserved J = -i d/dphi + sigma_y/2 has half-odd-integer eigenvalues j.
Reduced units below: energy hbar*omega, length sqrt(hbar/(M*omega)).
The reduced linear coupling is k; the trough then has radius k.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.linalg import eigh

rng = np.random.default_rng(7)

# Projection identity for a complex three-level electronic Hamiltonian
def random_hermitian():
    a = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    return 0.15 * (a + a.conj().T)

h_slopes = [random_hermitian(), random_hermitian()]
h_zero = np.diag([0.0, 2.0, 5.0]) + random_hermitian()
masses = np.array([1.3, 2.1])
step = 1e-3
shifts = step * np.eye(2)
point = np.array([0.3, -0.2])

def electronic_matrix(r):
    return h_zero + r[0] * h_slopes[0] + r[1] * h_slopes[1]

def smooth_state(r, twist):
    v = np.linalg.eigh(electronic_matrix(r))[1][:, 0]
    v = v * np.exp(-1j * np.angle(v[0]))
    return v * np.exp(1j * twist * (0.8 * r[0] - 0.5 * r[0] * r[1]))

def vector_potential(r, a, twist):
    dn = (smooth_state(r + shifts[a], twist)
          - smooth_state(r - shifts[a], twist)) / (2 * step)
    return (1j * np.vdot(smooth_state(r, twist), dn)).real

def nuclear_function(r):
    x, y = r
    return np.exp(-x**2 - 0.6 * y**2 + 0.7j * x * y + 0.3j * x)

levels, states = np.linalg.eigh(electronic_matrix(point))
scalar_sum = 0.0
for a in range(2):
    for m in (1, 2):
        element = np.vdot(states[:, m], h_slopes[a] @ states[:, 0])
        scalar_sum += (abs(element)**2 / (levels[m] - levels[0])**2
                       / (2 * masses[a]))

identity_error = 0.0
for twist in (0.0, 1.0):
    n0 = smooth_state(point, twist)
    c0 = nuclear_function(point)
    direct = 0j
    derived = scalar_sum * c0
    for a in range(2):
        rp, rm = point + shifts[a], point - shifts[a]
        cp, cm = nuclear_function(rp), nuclear_function(rm)
        second = (cp * smooth_state(rp, twist) - 2 * c0 * n0
                  + cm * smooth_state(rm, twist)) / step**2
        direct -= np.vdot(n0, second) / (2 * masses[a])
        pot = vector_potential(point, a, twist)
        dpot = (vector_potential(rp, a, twist)
                - vector_potential(rm, a, twist)) / (2 * step)
        dc = (cp - cm) / (2 * step)
        ddc = (cp - 2 * c0 + cm) / step**2
        derived += (-ddc + 2j * pot * dc + 1j * dpot * c0
                    + pot**2 * c0) / (2 * masses[a])
    identity_error = max(identity_error, abs(direct - derived))
# Central differences have errors of order step squared.
assert identity_error < 1e-5
theta_gradient = np.array([0.8 - 0.5 * point[1], -0.5 * point[0]])
potential_change = np.array([vector_potential(point, a, 1.0)
                             - vector_potential(point, a, 0.0)
                             for a in range(2)])
assert np.max(abs(potential_change + theta_gradient)) < 1e-5

# Round model parameters and unit conversion
mass_u, quantum_ev, force_ev_a = 10.0, 0.05, 2.5
hbar2_over_mass = (const.hbar**2 / (mass_u * const.atomic_mass)
                   / const.e * 1e20)
length_a = np.sqrt(hbar2_over_mass / quantum_ev)
k = force_ev_a * length_a / quantum_ev
stiffness = quantum_ev**2 / hbar2_over_mass
radius_a = force_ev_a / stiffness
stabilization = force_ev_a**2 / (2 * stiffness)
rotor_ev = hbar2_over_mass / (2 * radius_a**2)
scalar_ev = hbar2_over_mass / (8 * radius_a**2)

# Electronic states around the intersection
def jt_matrix(x, y):
    return (0.5 * (x*x + y*y) * np.eye(2)
            + k * np.array([[x, y], [y, -x]]))

def lower_state(x, y):
    return np.linalg.eigh(jt_matrix(x, y))[1][:, 0]

trough_grid = np.linspace(0.01, 3 * k, 20001)
lower_surface = np.array([0.5*r*r - k*r for r in trough_grid])
minimum = np.argmin(lower_surface)
assert abs(trough_grid[minimum] * length_a - radius_a) < 1e-3
minimum_energy = np.linalg.eigvalsh(jt_matrix(trough_grid[minimum], 0))[0]
assert abs(minimum_energy * quantum_ev + stabilization) < 1e-5
gap_ev = np.ptp(np.linalg.eigvalsh(jt_matrix(k, 0))) * quantum_ev

n_ring = 300
angles = 2 * np.pi * np.arange(n_ring) / n_ring
d_angle = 2 * np.pi / n_ring

def loop_links(center_x, radius):
    vectors = np.array([lower_state(center_x + radius*np.cos(t),
                                    radius*np.sin(t)) for t in angles])
    phases = np.exp(2j * np.pi * rng.random(n_ring))
    vectors = vectors * phases[:, None]
    return np.sum(vectors.conj() * np.roll(vectors, -1, axis=0), axis=1)

links = loop_links(0.0, k)
enclosing = np.prod(links / abs(links))
outside_links = loop_links(2 * k, k / 2)
outside = np.prod(outside_links / abs(outside_links))
assert abs(enclosing + 1) < 1e-10 and abs(outside - 1) < 1e-10

def single_valued_state(t):
    return np.exp(0.5j*t) * np.array([-np.sin(t/2), np.cos(t/2)])

assert np.allclose(single_valued_state(0), single_valued_state(2*np.pi))
circulation = 0.0
for t in angles:
    v = single_valued_state(t)
    matrix = jt_matrix(k*np.cos(t), k*np.sin(t))
    assert np.allclose(matrix @ v, -0.5*k*k*v, atol=1e-10)
    circulation -= np.angle(np.vdot(v, single_valued_state(t + d_angle)))
assert abs(circulation + np.pi) < 1e-10

# Projected second angular derivative, including the scalar term
ring = 2 * np.eye(n_ring, dtype=complex) / d_angle**2
for i in range(n_ring):
    nxt = (i + 1) % n_ring
    ring[i, nxt] -= links[i] / d_angle**2
    ring[nxt, i] -= links[i].conjugate() / d_angle**2
ring_values = np.linalg.eigvalsh(ring)[:6]
ring_j = np.repeat([0.5, 1.5, 2.5], 2)
# The angular grid error is of order d_angle squared.
assert np.max(abs(ring_values - ring_j**2 - 0.25)) < 3e-3

# Squared distance between states half a step on either side of a point
for radius in (0.5*k, k, 1.4*k):
    x, y = radius*np.cos(0.7), radius*np.sin(0.7)
    metric = 0.0
    for dx, dy in shifts:
        overlap = np.dot(lower_state(x - dx/2, y - dy/2),
                         lower_state(x + dx/2, y + dy/2))
        metric += (1 - overlap**2) / step**2
    assert abs(metric * 4 * radius**2 - 1) < 1e-4

# Full vibronic problem in a Cartesian oscillator basis
max_quanta = 42
basis = [(i, n-i) for n in range(max_quanta+1) for i in range(n+1)]
index = {pair: i for i, pair in enumerate(basis)}
size = len(basis)
lower_x = sparse.lil_matrix((size, size))
lower_y = sparse.lil_matrix((size, size))
for (nx, ny), col in index.items():
    if nx:
        lower_x[index[(nx-1, ny)], col] = np.sqrt(nx)
    if ny:
        lower_y[index[(nx, ny-1)], col] = np.sqrt(ny)
lower_x, lower_y = lower_x.tocsr(), lower_y.tocsr()
x_matrix = (lower_x + lower_x.T) / np.sqrt(2)
y_matrix = (lower_y + lower_y.T) / np.sqrt(2)
orbital = 1j * (lower_y.T @ lower_x - lower_x.T @ lower_y)
sigma_x = np.array([[0, 1], [1, 0]])
sigma_y = np.array([[0, -1j], [1j, 0]])
sigma_z = np.diag([1, -1])
oscillator = sparse.diags([nx + ny + 1.0 for nx, ny in basis])
hamiltonian = (sparse.kron(oscillator, np.eye(2))
               + k * sparse.kron(x_matrix, sigma_z)
               + k * sparse.kron(y_matrix, sigma_x)).tocsr()
orbital_full = sparse.kron(orbital, np.eye(2)).tocsr()
j_matrix = (orbital_full
            + 0.5 * sparse.kron(sparse.eye(size), sigma_y)).tocsr()
commutator = hamiltonian @ j_matrix - j_matrix @ hamiltonian
orbital_commutator = hamiltonian @ orbital_full - orbital_full @ hamiltonian
commutator_error = abs(commutator).max()
assert commutator_error < 1e-10
assert abs(orbital_commutator).max() > 0.1
energies, vectors = eigh(hamiltonian.toarray(), subset_by_index=[0, 7])
j_values = np.array([0.5, 1.5, 2.5, 3.5])
found_j = []
for i, j in enumerate(j_values):
    pair = vectors[:, 2*i:2*i+2]
    values = np.linalg.eigvalsh(pair.conj().T @ (j_matrix @ pair))
    assert np.allclose(values, [-j, j], atol=1e-6)
    assert abs(energies[2*i+1] - energies[2*i]) < 1e-9
    found_j.append(values[1])
exact = energies.reshape(4, 2).mean(axis=1)

# Radial equations on a half-line sinc grid
spacing = 0.08
number = np.arange(1, int((k + 7) / spacing) + 1)
rho = spacing * number
row, col = number[:, None], number[None, :]
difference = row - col
safe_difference = np.where(difference == 0, 1, difference)
kinetic = ((-1.0)**difference / spacing**2
           * (1/safe_difference**2 - 1/(row + col)**2))
np.fill_diagonal(kinetic, (np.pi**2/3 - 1/(2*number**2))
                 / (2*spacing**2))

def radial_ground(angular_square):
    potential = angular_square/(2*rho**2) + rho**2/2 - k*rho
    values, functions = eigh(kinetic + np.diag(potential),
                             subset_by_index=[0, 0])
    return values[0], functions[:, 0]

def coupled_ground(j):
    common = kinetic + np.diag(j*j/(2*rho**2) + rho**2/2)
    coupling = np.diag(j/(2*rho**2))
    matrix = np.block([[common - np.diag(k*rho), coupling],
                       [coupling, common + np.diag(k*rho)]])
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]

single = np.array([radial_ground(j*j)[0] for j in j_values])
without_scalar = np.array([radial_ground(j*j - 0.25)[0]
                           for j in j_values])
coupled = np.array([coupled_ground(j) for j in j_values])
integer = np.array([radial_ground(m*m)[0] for m in range(4)])
coupled_error = np.max(abs(coupled - exact))
assert coupled_error < 1e-6
assert np.all(single > exact) and np.all(without_scalar < exact)
assert np.all(abs(without_scalar-exact) > 10*abs(single-exact))
exact_excitation = exact - exact[0]
single_excitation = single - single[0]
integer_excitation = integer - integer[0]
assert np.max(abs(single_excitation-exact_excitation)) < 4e-4
assert np.all(abs(integer_excitation[1:]-exact_excitation[1:])
              > 10*abs(single_excitation[1:]-exact_excitation[1:]))

wave = radial_ground(j_values[-1]**2)[1]
estimated_shift = j_values[-1]**2 * np.sum(wave**2/(8*k*rho**5))
actual_shift = single[-1] - exact[-1]
# The estimate omits radial motion on the upper surface.
assert abs(estimated_shift/actual_shift - 1) < 0.15
rigid_excitation = rotor_ev * (j_values**2 - j_values[0]**2)
first_ratio = exact_excitation[1]*quantum_ev/rigid_excitation[1]
predicted_ratio = 1 + 3/(2*k*k)
# Terms of higher order in 1/k squared remain.
assert abs(first_ratio-predicted_ratio) < 0.01
rigid_ground = -stabilization + quantum_ev/2 + rotor_ev/4
assert abs(rigid_ground - exact[0]*quantum_ev) < 1e-4

print(f"Mass M: {mass_u:.1f} u")
print(f"Vibrational quantum: {quantum_ev:.3f} eV")
print(f"Linear coupling F: {force_ev_a:.2f} eV/angstrom")
print(f"hbar^2/M: {hbar2_over_mass:.8f} eV angstrom^2")
print(f"Oscillator length: {length_a:.5f} angstrom")
print(f"Reduced coupling k: {k:.5f} (dimensionless)")
print(f"Force constant K: {stiffness:.5f} eV/angstrom^2")
print(f"Trough radius: {radius_a:.5f} angstrom")
print(f"Stabilization energy: {stabilization:.6f} eV")
print(f"Surface gap at trough: {gap_ev:.6f} eV")
print(f"Rotor constant: {rotor_ev:.7f} eV")
print(f"Born-Huang scalar at trough: {scalar_ev:.7f} eV")
print(f"Circulation of A / pi: {circulation/np.pi:.6f} (dimensionless)")
print(f"Loop sign, enclosing: {enclosing.real:.6f} (dimensionless)")
print(f"Loop sign, not enclosing: {outside.real:.6f} (dimensionless)")
print("Angular eigenvalues (dimensionless):",
      " ".join(f"{v:.4f}" for v in ring_values))
print("Levels from intersection, eV: j exact one-surface no-scalar")
for i in range(4):
    print(f"{found_j[i]:.1f} {exact[i]*quantum_ev:.7f} "
          f"{single[i]*quantum_ev:.7f} "
          f"{without_scalar[i]*quantum_ev:.7f}")
print("Excitations, eV: j exact one-surface rigid")
for i in range(1, 4):
    print(f"{found_j[i]:.1f} {exact_excitation[i]*quantum_ev:.7f} "
          f"{single_excitation[i]*quantum_ev:.7f} "
          f"{rigid_excitation[i]:.7f}")
print("Wrong integer-j excitations, eV:",
      " ".join(f"{v*quantum_ev:.7f}" for v in integer_excitation[1:]))
wavenumber = (exact_excitation[1]*quantum_ev*const.e
              / (const.h*const.c*100))
print(f"First exact excitation: {wavenumber:.4f} cm^-1")
print(f"Exact/rigid first excitation: {first_ratio:.5f} (dimensionless)")
print(f"Predicted leading ratio: {predicted_ratio:.5f} (dimensionless)")
print(f"Rigid ground level: {rigid_ground:.7f} eV")
print(f"j=7/2 coupling shift: {actual_shift*quantum_ev:.8f} eV")
print(f"Estimated j=7/2 shift: {estimated_shift*quantum_ev:.8f} eV")
print(f"Projection identity error: {identity_error:.2e} (model units)")
print(f"Coupled-equation error: {coupled_error*quantum_ev:.2e} eV")
print(f"Commutator error: {commutator_error:.2e} (reduced units)")
print("OK")
```

Running it gives:

```
Mass M: 10.0 u
Vibrational quantum: 0.050 eV
Linear coupling F: 2.50 eV/angstrom
hbar^2/M: 0.00041802 eV angstrom^2
Oscillator length: 0.09143 angstrom
Reduced coupling k: 4.57174 (dimensionless)
Force constant K: 5.98063 eV/angstrom^2
Trough radius: 0.41802 angstrom
Stabilization energy: 0.522520 eV
Surface gap at trough: 2.090080 eV
Rotor constant: 0.0011961 eV
Born-Huang scalar at trough: 0.0002990 eV
Circulation of A / pi: -1.000000 (dimensionless)
Loop sign, enclosing: -1.000000 (dimensionless)
Loop sign, not enclosing: 1.000000 (dimensionless)
Angular eigenvalues (dimensionless): 0.5000 0.5000 2.4997 2.4997 6.4982 6.4982
Levels from intersection, eV: j exact one-surface no-scalar
0.5 -0.4971968 -0.4971965 -0.4975199
1.5 -0.4946298 -0.4946276 -0.4949470
2.5 -0.4895852 -0.4895793 -0.4898915
3.5 -0.4822185 -0.4822080 -0.4825107
Excitations, eV: j exact one-surface rigid
1.5 0.0025670 0.0025690 0.0023923
2.5 0.0076116 0.0076172 0.0071768
3.5 0.0149783 0.0149885 0.0143535
Wrong integer-j excitations, eV: 0.0012904 0.0051151 0.0113473
First exact excitation: 20.7041 cm^-1
Exact/rigid first excitation: 1.07304 (dimensionless)
Predicted leading ratio: 1.07177 (dimensionless)
Rigid ground level: -0.4972209 eV
j=7/2 coupling shift: 0.00001052 eV
Estimated j=7/2 shift: 0.00001061 eV
Projection identity error: 1.83e-07 (model units)
Coupled-equation error: 3.44e-11 eV
Commutator error: 1.71e-13 (reduced units)
OK
```
